# The proper piezoelectric tensor: two derivations and a worked example, part 3

We seek the measured, or proper, piezoelectric tensor $e_{ijk}$ of an insulator at zero macroscopic field, in C/m². Points move as $r_j\to r_j+\varepsilon_{jk}r_k$, with $\varepsilon$ not symmetrised; the metric is $g=F^{\rm T}F$ with $F=1+\varepsilon$. The cell has lattice vectors $\mathbf a_\alpha$, volume $\Omega$ and face area vectors $\mathbf A_1=\mathbf a_2\times\mathbf a_3$ and cyclic:

$$\frac{\partial\Omega}{\partial\varepsilon_{jk}}=\Omega\,\delta_{jk},\tag{4}$$

$$dA_k=A_k\operatorname{tr}d\varepsilon-A_j\,d\varepsilon_{jk}.\tag{5}$$

Ions $s$ have charge $Z_se$ ($e>0$) and lattice coordinates $s_{s\alpha}$; $\gamma_{n\alpha}/2\pi$ is the lattice coordinate of Wannier centre $n$. The formal polarization is

$$\mathbf P=\frac{e}{2\pi\Omega}\sum_\alpha\phi_\alpha\mathbf a_\alpha,\qquad \phi_\alpha=2\pi\sum_sZ_ss_{s\alpha}-\sum_n\gamma_{n\alpha}.\tag{7}$$

Branches differ by integers $n_\alpha$ in $\phi_\alpha/2\pi$, with $\mathbf R=\sum n_\alpha\mathbf a_\alpha$. With $e^{\rm imp}_{ijk}=\partial P_i/\partial\varepsilon_{jk}$ along one branch,

$$e_{ijk}=e^{\rm imp}_{ijk}+\delta_{jk}P_i-\delta_{ij}P_k=\frac{e}{2\pi\Omega}\sum_\alpha a_{\alpha i}\,\frac{\partial\phi_\alpha}{\partial\varepsilon_{jk}} ,\tag{1}$$

$$e^{\rm imp}_{ijk}=-\delta_{jk}\frac{e}{2\pi\Omega}\sum_\alpha\phi_\alpha a_{\alpha i}+\delta_{ij}\frac{e}{2\pi\Omega}\sum_\alpha\phi_\alpha a_{\alpha k}+\frac{e}{2\pi\Omega}\sum_\alpha a_{\alpha i}\frac{\partial\phi_\alpha}{\partial\varepsilon_{jk}}=-\delta_{jk}P_i+\delta_{ij}P_k+e_{ijk},\tag{14}$$

$$\Delta\mathbf P=\frac{e\mathbf R}{\Omega},\qquad\Delta e^{\rm imp}_{ijk}=-\delta_{jk}\Delta P_i+\delta_{ij}\Delta P_k,\qquad\Delta e_{ijk}=0.\tag{15}$$

A slab face has macroscopic charge $Q_\alpha$ per surface cell, found with a ramp weight rising linearly from 0 to 1 over one plane spacing. The integer $N$ depends on the termination:

$$Q_\alpha=\mathbf P\cdot\mathbf A_\alpha+Ne=\frac{e\,\phi_\alpha}{2\pi}+Ne ,\tag{8}$$

$$dQ_\alpha=A_{\alpha i}\,e_{ijk}\,d\varepsilon_{jk}.\tag{9}$$

For $\lambda$ one component of $\varepsilon$, the electronic part is $\dot Q^{\rm el}_\alpha=-(e/2\pi)\dot\lambda C_{\lambda\alpha}$. With occupied $|n\rangle$ and empty $|m\rangle$ Bloch eigenstates at wavevector coordinates $\kappa_\alpha$,

$$C_{\lambda\alpha}=-2\operatorname{Im}\int d^3\kappa\sum_{n}^{\rm occ}\sum_m^{\rm emp}\frac{\langle n|\partial_\lambda H|m\rangle\langle m|\partial_{\kappa_\alpha}H|n\rangle}{(E_n-E_m)^2}.\tag{13}$$

This equals $\partial_\lambda\sum_n\gamma_{n\alpha}$: the periodic-gauge factor $e^{-2\pi is_\alpha}$ is independent of $\lambda$, so a zone-boundary term vanishes.

Rotation invariance gives $e_{ijk}=e_{ikj}$ and $e^{\rm imp}_{ijk}-e^{\rm imp}_{ikj}=\delta_{ij}P_k-\delta_{ik}P_j$; an inversion centre gives $e_{ijk}=0$. In class 4mm with $\mathbf P$ along axis 3 and symmetrised strain, $e_{33}=e_{333}$, $e_{31}=e_{311}$, $e_{15}=e_{113}$ and

$$e_{33}=e^{\rm imp}_{33},\qquad e_{31}=e^{\rm imp}_{31}+P_3,\qquad e_{15}=e^{\rm imp}_{15}-\tfrac12P_3 .\tag{16}$$

**Relaxed ions.** The phases depend on $\varepsilon$ directly and through the ionic lattice coordinates. If these are held fixed (clamped ions), the ionic term of $\phi_\alpha$ is constant and $e^{\rm cl}_{ijk}$ is purely electronic. If the ions relax, let $u_{sl}=\sum_\beta a_{\beta l}\,\delta s_{s\beta}$ be the displacement beyond the homogeneous one. The Born effective charge is defined at fixed cell, where $\Omega$ and $\mathbf a_\alpha$ are constants:

$$Z^*_{s,il}=\frac{\Omega}{e}\frac{\partial P_i}{\partial u_{sl}}=\frac1{2\pi}\sum_\alpha a_{\alpha i}\frac{\partial\phi_\alpha}{\partial u_{sl}} .$$

It has no branch dependence. The chain rule in the last member of (1) gives

$$e_{ijk}=e^{\rm cl}_{ijk}+\frac{e}{\Omega}\sum_sZ^*_{s,il}\frac{\partial u_{sl}}{\partial\varepsilon_{jk}} .\tag{17}$$

The relaxed coordinates depend on the metric only, so $\partial u_{sl}/\partial\varepsilon_{jk}$ is symmetric in $jk$. The whole geometric correction belongs to the clamped part. Using the full Cartesian displacement of the ion in (17) in place of $u$ would bring the homogeneous motion back in.

## Worked example

The model is a two-site ionic crystal with chosen inputs. The lattice is fcc with $a=4.03$ Å and $\mathbf a_1=\tfrac a2(0,1,1)$, $\mathbf a_2=\tfrac a2(1,0,1)$, $\mathbf a_3=\tfrac a2(1,1,0)$, so $\Omega=a^3/4=16.3627$ Å$^3=1.63627\times10^{-29}$ m$^3$. A cation orbital at the origin has energy $+\Delta$ and an anion orbital has $-\Delta$, with $\Delta=7.0$ eV. Each cation is joined to its six anion neighbours at bond vectors $\mathbf d_b$ by hoppings $t_b=t_0(d_0/d_b)^2$, with $t_0=-1.2$ eV and $d_0=a/2=2.015$ Å. Both ion cores carry $+e$, two electrons of opposite spin fill the lower band, and the position operator is diagonal in the orbitals. Then $\phi_\alpha=2\pi s^{\rm an}_\alpha-2\gamma_\alpha$. A single orbital per site is no description of a real crystal, and the constants below belong to the model. Two lattice sums recur: $\mathbf a_1+\mathbf a_2-\mathbf a_3=(0,0,a)$ and $\mathbf a_1-\mathbf a_2-\mathbf a_3=(-a,0,0)$. The conversion factor is $ea/\Omega=3.94603$ C/m².

**(a) Rocksalt.** On branch 0 the home anion is at $(0,0,a/2)$, with lattice coordinates $\tfrac12(1,1,-1)$. The phases are $\phi/2\pi=-0.5\,(1,1,-1)$, so $P_3=-0.5\times3.94603=-1.97301$ C/m². On branch 1 the anion is assigned to $(0,0,-a/2)$ and $P_3=+1.97301$ C/m². The slab calculation gives $e^{\rm imp}_{311}=+1.97301$ and $e^{\rm imp}_{113}=-1.97301$ C/m² on branch 0, the opposite signs on branch 1, and $e^{\rm imp}_{333}=e^{\rm imp}_{131}=0$ on both. These are $-P_3$, $+P_3$, $0$ and $0$, as (14) requires when $e_{ijk}=0$. The largest proper component found is $1.9\times10^{-8}$ C/m², which is numerical error.

**(b) Polar variant.** The anion is shifted by $0.20$ Å along $z$, so its coordinates are $(0.5+0.20/4.03)(1,1,-1)=0.54963\,(1,1,-1)$. The bonds along $+z$ and $-z$ have lengths $2.215$ and $1.815$ Å and hoppings $-0.99308$ and $-1.47903$ eV; the four lateral bonds have $2.02490$ Å and $-1.18829$ eV. The phases are $\phi/2\pi=-0.55134\,(1,1,-1)$ on branch 0 and $+0.44866\,(1,1,-1)$ on branch 1, which differ by the integers $(1,1,-1)$. The polarizations are $-0.55134\times3.94603=-2.1756$ and $0.44866\times3.94603=1.7704$ C/m², in agreement with the slab values $-2.17559$ and $1.77044$, whose difference is the quantum $3.94603$ C/m².

The strain derivatives of $\phi/2\pi$ at clamped ions are $-0.00456\,(1,1,-1)$ for $\varepsilon_{11}$, $+0.01597\,(1,1,-1)$ for $\varepsilon_{33}$ and $+0.00476\,(1,-1,-1)$ for $\varepsilon_{13}$. The last member of (1) with the two lattice sums gives

$$e_{31}=-0.00456\times3.94603=-0.0180,\quad e_{33}=0.01597\times3.94603=0.0630,\quad e_{15}=-0.00476\times3.94603=-0.0188$$

in C/m²; with unrounded derivatives the values are $-0.01801$, $0.06302$ and $-0.01877$. The middle member of (1), with $e^{\rm imp}$ and $\mathbf P$ from slabs, gives for $e_{311}=e^{\rm imp}_{311}+P_3$ the sums $2.15758-2.17559=-0.01801$ on branch 0 and $-1.78845+1.77044=-0.01801$ on branch 1. For $e_{113}=e^{\rm imp}_{113}-P_3$ it gives $-2.19436+2.17559=-0.01877$ and $1.75167-1.77044=-0.01877$. The components $e^{\rm imp}_{131}=-0.01877$ and $e^{\rm imp}_{333}=0.06302$ need no correction, and $e_{131}=e_{113}$ as rotation invariance demands. The symmetrised improper shear constants are $-1.10656$ and $0.86645$ C/m², and (16) gives $-1.10656+1.08780=-0.0188$ and $0.86645-0.88522=-0.0188$. On these two branches the clamped-ion values of $e_{31}$ and $e_{15}$ are differences of numbers some 45 to 120 times larger. Other branches give other ratios: with the home anion of branch 0 moved by $-\mathbf a_1$, (15) gives $P_3=-2.1756+1.9730=-0.2026$ C/m², together with a component $P_2=1.9730$ C/m² that does not enter $e_{311}$, and $e^{\rm imp}_{311}=0.1846$ C/m², about ten times $e_{31}$ in magnitude; the sum $e^{\rm imp}_{311}+P_3$ is again $-0.0180$ C/m².

For electrodes of area $10^{-4}$ m² on the $(001)$ faces and a strain $\varepsilon_{11}=10^{-3}$, the linear prediction is $-0.01801\times10^{-4}\times10^{-3}$ C, printed as $-1.8009$ nC. The change of $\mathbf P\cdot\mathbf A$ at this finite strain, with $\mathbf P$ from the slabs, is $-1.7967$ nC on both branches; the difference of $0.0042$ nC is of second order in the strain. The improper tensor would predict $+215.76$ nC on branch 0 and $-178.85$ nC on branch 1.

The size of the constants follows from second-order perturbation theory in $t/\Delta$. The Wannier function sits on the anion with weight $(t_b/2\Delta)^2$ on the cation at $-\mathbf d_b$ from it, so its centre is shifted by $-\sum_b(t_b/2\Delta)^2\mathbf d_b$, and two electrons add $+2e\sum_b(t_b/2\Delta)^2\mathbf d_b$ to the dipole. The lattice coordinates of $\mathbf d_b$ are fixed, so only $t_b$ is differentiated. From $d(d_b^2)=2d_{bj}d_{bk}\,d\varepsilon_{jk}$ and $t_b^2\propto(d_b^2)^{-2}$ one has $\partial t_b^2/\partial\varepsilon_{jk}=-4t_b^2d_{bj}d_{bk}/d_b^2$, and

$$e_{ijk}\approx-\frac{2e}{\Omega\Delta^2}\sum_bt_b^2\,\frac{d_{bi}d_{bj}d_{bk}}{d_b^2}.\tag{18}$$

For $e_{333}$ the sum is $0.99308^2\times2.215-1.47903^2\times1.815+4\times1.18829^2\times0.20^3/2.0249^2=2.184-3.970+0.011=-1.775$ eV² Å. With $e/\Omega=3.94603/4.03=0.97916$ C/m² per Å, the estimate is $2\times0.97916\times1.775/49=0.071$ C/m², against the full $0.063$. For $e_{311}$ and $e_{113}$ only the two bonds along $\pm x$ contribute, the sum is $2\times1.18829^2\times0.20\times2.015^2/2.0249^2=0.559$ eV² Å, and the estimate is $-2\times0.97916\times0.559/49=-0.022$ C/m² for both, against the full $-0.0180$ and $-0.0188$. The estimate gives the sign and the order of magnitude, and is too large in magnitude by 13 to 24 percent. Equation (18) vanishes as $t/\Delta\to0$, which is the point-charge limit.

For relaxed ions, the anion Born charges from the phases are $Z^*_{xx}=Z^*_{yy}=-1.02613$ and $Z^*_{zz}=-1.04147$. The internal-strain response of the anion, with the cation held at the lattice point, is a chosen input: $\partial u_3/\partial\varepsilon_{11}=0.10$ Å, $\partial u_3/\partial\varepsilon_{33}=-0.30$ Å, $\partial u_1/\partial\varepsilon_{13}=0.05$ Å, and the components related to these by symmetry. The second term of (17) is $0.97916\times(-1.04147)\times0.10=-0.10198$ for $e_{31}$, $0.97916\times(-1.04147)\times(-0.30)=0.30593$ for $e_{33}$ and $0.97916\times(-1.02613)\times0.05=-0.05024$ for $e_{15}$. Added to the clamped values these give $-0.11999$, $0.36895$ and $-0.06901$ C/m², which are the values found from slabs in which the anion is moved along with the strain.

**(c) Triclinic cell.** The rocksalt cell is deformed by $F_0$, where $F_0-1$ has rows $(0.03,0.05,-0.02)$, $(0.01,-0.04,0.06)$, $(0.04,-0.03,0.02)$, and the anion is shifted by $(0.04,-0.03,0.05)$ in lattice coordinates. Reassigning the anion by $\mathbf a_3$ changes $\mathbf P$ from $(-0.01157,-0.29646,-2.00776)$ to $(-2.11963,-2.18981,-2.02728)$ C/m². The change $(-2.10806,-1.89335,-0.01952)$ is antiparallel to $F_0(1,1,0)=(1.08,0.97,0.01)$, all three ratios being $-1.952$, as expected when a net charge $-e$ is moved by the deformed $\mathbf a_3$. The improper tensor changes by up to $2.1081$ C/m², the largest component of $\Delta\mathbf P$, and the proper tensor by at most $2.1\times10^{-8}$ C/m². Slab and Berry-phase values of all 27 components agree within $2.0\times10^{-8}$ C/m².

The triclinic output shows a regularity that symmetry does not require. The components $e_{123}$, $e_{213}$ and $e_{312}$ all print as $-0.00056$, and pairs such as $e_{112}=-0.01472$ and $e_{211}=-0.01475$, or $e_{133}=-0.00441$ and $e_{313}=-0.00456$, are close. On the scale of the largest component, $e_{222}=0.06401$ C/m², the tensor is nearly symmetric in all three indices: no such pair differs by more than about $0.00015$ C/m². Small components can still differ appreciably relative to their own size, as $e_{311}=-0.00044$ and $e_{113}=-0.00050$ do. The leading order in $t/\Delta$, equation (18), is totally symmetric because each bond responds to its own length and moves charge along its own direction. Since (18) itself misses the full $e_{333}$ of case (b) by more than ten percent of that value, it accounts for the symmetry only at that order; how close the pairs come is read from the output and not derived here. The symmetry is approximate, as the unequal pairs and $e_{31}\ne e_{15}$ in case (b) show, and it is a feature of this model rather than of piezoelectric tensors in general.

The numerical check below obtains the tensor in independent ways. Slabs twelve cells thick are diagonalised in real space; the ramp-weighted site charges give $Q_\alpha$ for the three families of faces, the equations $\mathbf P\cdot\mathbf A_\alpha=Q_\alpha$ give a Cartesian $\mathbf P$ with no Berry phase involved, and finite differences over all nine components of $\varepsilon$ give $e^{\rm imp}$. These are compared with discretised Berry phases, which tests (8), both equalities of (1) and the definition (9), and with the Kubo sum (13). The Kubo sum is used for clamped ions only, because in a basis attached to the ions the periodic-gauge factor contains the ionic coordinate, and the boundary term that vanished above would survive if the ion moved. Two terminations of each clamped-ion slab test (15). The program also asserts the symmetry in $jk$, the antisymmetric part of $e^{\rm imp}$, the inversion and 4mm rules, (16) and (17), all to $10^{-5}$ C/m², and verifies (4), (5) and (14) symbolically for a general cell.

## Values computed for the example and the checks

```
a = 4.03 A, Delta = 7.0 eV, t0 = -1.2 eV, d0 = 2.015 A
Omega = 16.3627 A^3 = 1.63627e-29 m^3, e = 1.602177e-19 C
e*a/Omega = 3.94603 C/m^2, e*(a/2)/Omega = 1.97301 C/m^2
branch 1: anion moved by R = (-1,-1,1) = (0,0,-a)
(a) br0 phi/2pi = -0.50000 -0.50000 0.50000
(a) br0 P (C/m^2) = 0.00000 0.00000 -1.97301
(a) br0 imp 311 333 113 131 (C/m^2) = 1.97301 0.00000 -1.97301 0.00000
(a) br1 phi/2pi = 0.50000 0.50000 -0.50000
(a) br1 P (C/m^2) = 0.00000 0.00000 1.97301
(a) br1 imp 311 333 113 131 (C/m^2) = -1.97301 0.00000 1.97301 0.00000
(a) max |proper| = 1.9e-08 C/m^2
(b) anion shift = 0.20 A, s_anion br0 = 0.54963 0.54963 -0.54963
(b) bonds x,+z,-z (A) = 2.02490 2.21500 1.81500
(b) hoppings x,+z,-z (eV) = -1.18829 -0.99308 -1.47903
(b) br0 phi/2pi = -0.55134 -0.55134 0.55134
(b) br0 P (C/m^2) = 0.00000 0.00000 -2.17559
(b) br0 imp 311 333 113 131 (C/m^2) = 2.15758 0.06302 -2.19436 -0.01877
(b) br1 phi/2pi = 0.44866 0.44866 -0.44866
(b) br1 P (C/m^2) = 0.00000 0.00000 1.77044
(b) br1 imp 311 333 113 131 (C/m^2) = -1.78845 0.06302 1.75167 -0.01877
(b) dphi_alpha/deps_11 /2pi = -0.00456 -0.00456 0.00456
(b) dphi_alpha/deps_33 /2pi = 0.01597 0.01597 -0.01597
(b) dphi_alpha/deps_13 /2pi = 0.00476 -0.00476 -0.00476
(b) proper e31 e33 e15, slab br0 (C/m^2) = -0.01801 0.06302 -0.01877
(b) proper e31 e33 e15, slab br1 (C/m^2) = -0.01801 0.06302 -0.01877
(b) proper e31 e33 e15, Berry (C/m^2) = -0.01801 0.06302 -0.01877
(b) proper e31 e33 e15, Kubo (C/m^2) = -0.01801 0.06302 -0.01877
(b) improper e31 e33 e15, br0 (C/m^2) = 2.15758 0.06302 -1.10656
(b) improper e31 e33 e15, br1 (C/m^2) = -1.78845 0.06302 0.86645
(b) electrode area = 1e-04 m^2, eps_11 = 1e-03
(b) charge e31*A*eps = -1.8009 nC
(b) br0: slab d(P.A) = -1.7967 nC, improper guess = 215.7578 nC
(b) br1: slab d(P.A) = -1.7967 nC, improper guess = -178.8451 nC
(b) anion Z* xx yy zz (e) = -1.02613 -1.02613 -1.04147
(b) chosen du/deps 311 333 113 (A) = 0.10000 -0.30000 0.05000
(b) internal-strain e31 e33 e15 (C/m^2) = -0.10198 0.30593 -0.05024
(b) relaxed e31 e33 e15, slab (C/m^2) = -0.11999 0.36895 -0.06901
(c) F0-1 rows (.03,.05,-.02),(.01,-.04,.06),(.04,-.03,.02); w = 0.04000 -0.03000 0.05000
(c) P br0 (C/m^2) = -0.01157 -0.29646 -2.00776
(c) P br1, R=(0,0,1) (C/m^2) = -2.11963 -2.18981 -2.02728
(c) e_1J, J=11,22,33,23,13,12 (C/m^2) = 0.01393 -0.00175 -0.00441 -0.00056 -0.00050 -0.01472
(c) e_2J, J=11,22,33,23,13,12 (C/m^2) = -0.01475 0.06401 -0.01420 -0.00636 -0.00056 -0.00176
(c) e_3J, J=11,22,33,23,13,12 (C/m^2) = -0.00044 -0.00637 0.00918 -0.01414 -0.00456 -0.00056
(c) max |slab - Berry| = 2.0e-08 C/m^2
(c) max branch change: proper 2.1e-08, improper 2.1081 C/m^2
```
